\section*{Ionizing tails of Maxwellian and Druyvesteyn electrons at equal mean energy}

\section*{Problem}

The electrons of a low-temperature plasma have mean kinetic energy $\langle E\rangle=4.5$ eV. Ionizing a gas particle in its ground state by a single electron impact requires at least $U=15.76$ eV. Two isotropic velocity distributions are considered,
\begin{equation}
f_M(v)\propto e^{-E/T},\qquad f_D(v)\propto e^{-E^2/b^2},\qquad E=\tfrac12 mv^2 ,
\end{equation}
the first Maxwellian and the second Druyvesteyn. The energies $E$, $T$, $b$ and $U$ are all measured in eV, so $T$ is the electron temperature expressed as an energy.

\begin{enumerate}
\item[(a)] Find the normalized energy distributions and fix $T$ and $b$ from the mean energy.
\item[(b)] Find the fraction of electrons above $U$ for each distribution.
\item[(c)] Find the energies at which each distribution is the larger one, and explain how equal mean energies allow unequal tails.
\item[(d)] Find how far above $U$ the electrons of each tail lie on average.
\item[(e)] Compare the ionization rates for a cross section that is zero below $U$ and equals $\sigma_0(E-U)/U$ above it.
\end{enumerate}

Both shapes are taken to hold at all energies. This is an assumption about the tail, and its limits are discussed at the end.

\section*{Solution}

\subsection*{(a) Energy distributions and their scales}

The fraction of electrons with speed between $v$ and $v+dv$ is $4\pi v^2f(v)\,dv$, because the velocities fill a spherical shell. From $E=\tfrac12mv^2$ follows $dE=mv\,dv$, so
\begin{equation}
v^2\,dv=\frac{v\,dE}{m}\propto\sqrt E\,dE .
\end{equation}
The energy distributions therefore carry a factor $\sqrt E$:
\begin{equation}
F_M=A_M\sqrt E\,e^{-E/T},\qquad F_D=A_D\sqrt E\,e^{-E^2/b^2}.
\end{equation}
Here $F\,dE$ is the fraction of electrons between $E$ and $E+dE$.

Normalization and mean energy need integrals of $E^s$ with $s=\tfrac12$ and $s=\tfrac32$. With $t=E/T$ in the first case, and $t=E^2/b^2$, $E=b\,t^{1/2}$, $dE=\tfrac b2t^{-1/2}dt$ in the second,
\begin{align}
\int_0^\infty E^s e^{-E/T}dE&=T^{s+1}\,\Gamma(s+1),\\
\int_0^\infty E^s e^{-E^2/b^2}dE&=\frac{b^{s+1}}2\,\Gamma\!\left(\frac{s+1}2\right),
\end{align}
where $\Gamma(a)=\int_0^\infty t^{a-1}e^{-t}dt$. Setting $s=\tfrac12$ and requiring unit total probability, with $\Gamma(3/2)=\sqrt\pi/2$, gives
\begin{equation}
A_M=\frac{2}{\sqrt\pi\,T^{3/2}},\qquad A_D=\frac{2}{\Gamma(3/4)\,b^{3/2}} .
\end{equation}
The mean energy is the integral with $s=\tfrac32$ divided by that with $s=\tfrac12$:
\begin{equation}
\langle E\rangle_M=T\,\frac{\Gamma(5/2)}{\Gamma(3/2)}=\frac32T,\qquad
\langle E\rangle_D=b\,\frac{\Gamma(5/4)}{\Gamma(3/4)} .
\end{equation}
Both must equal 4.5 eV, so
\begin{align}
T&=\tfrac23(4.5)=3.000\ \text{eV},\\
b&=4.5\times\frac{1.22542}{0.90640}=6.084\ \text{eV}.
\end{align}
The scales differ although the mean energies agree. The parameter $b$ is not a temperature.

\subsection*{(b) Fractions above the threshold}

\paragraph{Maxwellian.} Let $x=U/T$. With $t=E/T$,
\begin{equation}
S_M=\int_U^\infty F_M\,dE=\frac2{\sqrt\pi}\int_x^\infty t^{1/2}e^{-t}dt .
\end{equation}
Integration by parts, with $e^{-t}$ as the factor integrated, gives
\begin{equation}
\int_x^\infty t^{1/2}e^{-t}dt=\sqrt x\,e^{-x}+\frac12\int_x^\infty t^{-1/2}e^{-t}dt .
\end{equation}
In the last integral put $t=s^2$, $dt=2s\,ds$. It becomes $2\int_{\sqrt x}^\infty e^{-s^2}ds=\sqrt\pi\,\mathrm{erfc}(\sqrt x)$, by the definition of the complementary error function. Hence
\begin{equation}
S_M=\mathrm{erfc}(\sqrt x)+\frac2{\sqrt\pi}\sqrt x\,e^{-x}.
\end{equation}
Here $x=15.76/3=5.2533$, $\sqrt x=2.2920$ and $e^{-x}=5.230\times10^{-3}$, so
\begin{equation}
S_M=0.00119+0.01353=0.01472=1.472\,\% .
\end{equation}
The bare Boltzmann factor, 0.00523, is smaller by a factor of nearly three. It compares the phase-space density at $U$ with that at zero energy and does not count the electrons above $U$.

\paragraph{Druyvesteyn.} Let $y=(U/b)^2$. With $t=E^2/b^2$, $\sqrt E\,dE=\tfrac12b^{3/2}t^{-1/4}dt$, and the prefactor cancels against $A_D$:
\begin{equation}
S_D=\frac1{\Gamma(3/4)}\int_y^\infty t^{-1/4}e^{-t}dt=\frac{\Gamma(3/4,y)}{\Gamma(3/4)} .
\end{equation}
The symbol $\Gamma(a,y)=\int_y^\infty t^{a-1}e^{-t}dt$ is the upper incomplete gamma function. Two integrations by parts make it accessible by hand:
\begin{align}
\Gamma(\tfrac34,y)&=y^{-1/4}e^{-y}-\frac14\int_y^\infty t^{-5/4}e^{-t}dt\\
&=y^{-1/4}e^{-y}\left(1-\frac1{4y}\right)+\frac5{16}\int_y^\infty t^{-9/4}e^{-t}dt .
\end{align}
The remaining integral is positive, so dropping it gives a lower bound. A third integration by parts replaces it by $y^{-9/4}e^{-y}-\tfrac94\int_y^\infty t^{-13/4}e^{-t}dt$. Dropping the new, negative remainder gives an upper bound:
\begin{equation}
1-\frac1{4y}<\frac{\Gamma(3/4,y)}{y^{-1/4}e^{-y}}<1-\frac1{4y}+\frac5{16y^2}.
\end{equation}
The numbers are $U/b=2.5905$, $y=6.7106$ and $e^{-y}=1.2179\times10^{-3}$. Since $y^{-1/4}=(U/b)^{-1/2}=0.6213$, the leading estimate is
\begin{equation}
\frac{0.6213\times1.2179\times10^{-3}}{1.22542}=6.175\times10^{-4}.
\end{equation}
The two brackets then confine $S_D$ between $5.945\times10^{-4}$ and $5.988\times10^{-4}$. Numerical evaluation of the incomplete gamma function gives
\begin{equation}
S_D=5.978\times10^{-4}=0.0598\,\% .
\end{equation}

\paragraph{Comparison.} Of 10\,000 electrons, about 147 can ionize in the Maxwellian case and about 6 in the Druyvesteyn case. The ratio is
\begin{equation}
\frac{S_M}{S_D}=24.6 .
\end{equation}
Direct integration of the two velocity distributions over speed was used as a test of both fractions and agrees with them.

\paragraph{Dependence on the mean energy.} Both scales are proportional to $\langle E\rangle$, so each fraction depends on $r=U/\langle E\rangle$ alone. From $S=S(r)$ follow
\begin{equation}
\frac{\partial S}{\partial U}=\frac{S'(r)}{\langle E\rangle}=-F(U),\qquad
\frac{\partial S}{\partial\langle E\rangle}=-\frac{U}{\langle E\rangle^2}S'(r).
\end{equation}
Eliminating $S'(r)$ gives
\begin{equation}
\frac{\partial\ln S}{\partial\ln\langle E\rangle}=\frac{U\,F(U)}{S}.
\end{equation}
For the Maxwellian, $F_M(U)=0.21716\sqrt{15.76}\,(5.230\times10^{-3})=4.51\times10^{-3}$ eV$^{-1}$, and the sensitivity is 4.8. For the Druyvesteyn, $F_D(U)=5.26\times10^{-4}$ eV$^{-1}$, and it is 13.9. To first order, raising the mean energy by 1\,\% raises the two fractions by about 5\,\% and 14\,\%. The digits quoted above belong to the stated inputs taken as given; a measured mean energy would rarely justify them.

\subsection*{(c) Where each distribution is larger}

The factor $\sqrt E$ cancels in the ratio, and
\begin{equation}
\ln\frac{F_M}{F_D}=L-\frac ET+\frac{E^2}{b^2},\qquad L=\ln\frac{A_M}{A_D}=0.6914 .
\label{eq:ratio}
\end{equation}
This is an upward parabola in $E$. Its zeros are
\begin{equation}
E_{1,2}=\frac{b^2}2\left(\frac1T\mp\sqrt{\frac1{T^2}-\frac{4L}{b^2}}\right).
\end{equation}
With $b^2=37.01$ eV$^2$ the square root is $0.1908$ eV$^{-1}$, so
\begin{align}
E_1&=18.51\,(0.3333-0.1908)=2.64\ \text{eV},\\
E_2&=18.51\,(0.3333+0.1908)=9.70\ \text{eV}.
\end{align}
The Druyvesteyn distribution is larger between these energies and the Maxwellian is larger outside them. The populations are as follows.

\begin{center}
\begin{tabular}{lcc}
Energy range & Maxwellian & Druyvesteyn\\
below 2.64 eV & 37.6\,\% & 28.7\,\%\\
2.64 to 9.70 eV & 53.3\,\% & 66.6\,\%\\
above 9.70 eV & 9.1\,\% & 4.7\,\%
\end{tabular}
\end{center}

Relative to the Druyvesteyn, the Maxwellian has more slow and more fast electrons, and fewer in the middle. Measured from the common mean of 4.5 eV, the extra slow electrons shift its mean energy by $-0.31$ eV and the extra fast ones by $+0.46$ eV. The electrons missing in the middle have a mean energy of 5.60 eV, so their absence contributes the remaining $-0.15$ eV, and the three shifts cancel.

One crossing could not achieve this. Let $\Delta=F_M-F_D$. Equal normalization and equal mean energy require $\int\Delta\,dE=0$ and $\int E\,\Delta\,dE=0$, hence $\int(E-E_0)\Delta\,dE=0$ for any $E_0$. If $\Delta$ changed sign once, at $E_0$, the product $(E-E_0)\Delta$ would have a single sign and its integral could not vanish.

The Maxwellian does not have the larger fraction above every threshold. Above $E_1$ lie $100-37.6=62.4\,\%$ of its electrons, against $71.3\,\%$ for the Druyvesteyn. Above $E_2$ the order is reversed. Since $d(S_M-S_D)/dU=F_D-F_M$, the difference $S_M-S_D$ starts from zero at $U=0$, falls until $E_1$, rises until $E_2$, and then falls towards zero at infinity. It therefore changes sign once, between $E_1$ and $E_2$. The present threshold lies well above that range.

In the limit $U\gg\langle E\rangle$ the leading terms of part (b) give
\begin{equation}
\frac{S_M}{S_D}\simeq\frac{2\,\Gamma(3/4)}{\sqrt\pi}\,x^{1/2}y^{1/4}e^{\,y-x}.
\end{equation}
Because $y$ grows as $U^2$ and $x$ as $U$, this ratio increases without bound. A statement such as ``the Maxwellian tail is 25 times larger'' thus belongs to one value of $U/\langle E\rangle$, here 3.50.

\subsection*{(d) Energies within the tails}

Equation (\ref{eq:ratio}) at $E=U$ gives
\begin{equation}
\frac{F_M(U)}{F_D(U)}=e^{0.6914-5.2533+6.7106}=8.57 .
\end{equation}
This is smaller than the ratio of fractions, 24.6. The reason is that the slope of the logarithm, $2E/b^2-1/T$, is positive for $E>b^2/(2T)=6.17$ eV. Above $U$ the ratio $F_M/F_D$ keeps growing, so the ratio of the integrated tails exceeds its value at the threshold.

The mean energy of the electrons above $U$ is $\int_U^\infty EF\,dE$ divided by $S$. The substitutions of part (a), now with lower limit $U$, give
\begin{equation}
\bar E_M=T\,\frac{\Gamma(5/2,x)}{\Gamma(3/2,x)},\qquad
\bar E_D=b\,\frac{\Gamma(5/4,y)}{\Gamma(3/4,y)} .
\end{equation}
For the Maxwellian, integration by parts gives $\Gamma(5/2,x)=x^{3/2}e^{-x}+\tfrac32\Gamma(3/2,x)$, while part (b) gives $\Gamma(3/2,x)=\tfrac{\sqrt\pi}2S_M=0.01304$. Therefore
\begin{equation}
\bar E_M=T\left(\frac32+\frac{x^{3/2}e^{-x}}{\Gamma(3/2,x)}\right)
=3\left(1.5+\frac{0.06297}{0.01304}\right)=18.99\ \text{eV}.
\end{equation}
Numerical evaluation of the second expression gives $\bar E_D=16.83$ eV. The mean excess energies $\delta=\bar E-U$ are
\begin{equation}
\delta_M=3.23\ \text{eV},\qquad \delta_D=1.07\ \text{eV}.
\end{equation}
The Druyvesteyn tail is thinner and is also pressed closer to the threshold, by a factor of 3.01 in mean excess energy.

\subsection*{(e) Ionization rates in the linear model}

The number of ionizations per unit volume and time is the electron density times the gas density times the rate coefficient $k$, the average of $\sigma v$. The gas particles are treated as at rest. With $E$ in eV the speed is $v=\sqrt{2eE/m}$, where $e$ stands for the conversion from eV to joules, and
\begin{equation}
k=\int_U^\infty\sigma vF\,dE=\frac{\sigma_0}U\sqrt{\frac{2e}m}\;J,\qquad
J=\int_U^\infty(E-U)\sqrt E\,F\,dE .
\end{equation}
The root from the speed combines with the root in $F$ to give a factor $E$, which makes both integrals elementary or nearly so.

For the Maxwellian put $E=U+s$:
\begin{align}
J_M&=A_Me^{-U/T}\int_0^\infty(Us+s^2)e^{-s/T}ds\\
&=A_Me^{-U/T}\left(UT^2+2T^3\right)
=\frac2{\sqrt\pi}\sqrt T\,(U+2T)\,e^{-U/T}.
\end{align}

For the Druyvesteyn two integrals are needed. The first is direct; the second follows by parts from $E\,e^{-E^2/b^2}=-\tfrac{b^2}2\,\tfrac{d}{dE}e^{-E^2/b^2}$:
\begin{align}
\int_U^\infty E\,e^{-E^2/b^2}dE&=\frac{b^2}2e^{-y},\\
\int_U^\infty E^2e^{-E^2/b^2}dE&=\frac{b^2U}2e^{-y}+\frac{\sqrt\pi\,b^3}4\,\mathrm{erfc}\frac Ub .
\end{align}
Subtracting $U$ times the first from the second cancels the exponential terms. Multiplication by $A_D$ leaves
\begin{equation}
J_D=\frac{\sqrt\pi\,b^{3/2}}{2\,\Gamma(3/4)}\,\mathrm{erfc}\frac Ub .
\end{equation}
With $\mathrm{erfc}(2.5905)=2.488\times10^{-4}$ the values are
\begin{align}
J_M&=1.1284\times1.7321\times21.76\times5.230\times10^{-3}=0.2224\ \text{eV}^{3/2},\\
J_D&=10.85\times2.488\times10^{-4}=2.700\times10^{-3}\ \text{eV}^{3/2}.
\end{align}
The constant $\sigma_0$ drops out of the ratio:
\begin{equation}
\frac{k_M}{k_D}=\frac{J_M}{J_D}=82.4 .
\end{equation}

To see why this exceeds the ratio of fractions, note that $S\,\delta=\int_U^\infty(E-U)F\,dE$. Then $J=S\,\delta\,w$, where $w$ is the average of $\sqrt E$ over the tail with weight $(E-U)F$. The values are $w_M=4.685$ and $w_D=4.216$ eV$^{1/2}$, and the three factors are
\begin{equation}
\frac{k_M}{k_D}=\underbrace{24.62}_{\text{number}}\times\underbrace{3.011}_{\text{excess energy}}\times\underbrace{1.111}_{\text{speed}}\approx82.4 .
\end{equation}
Most of the increase beyond 24.6 comes from the larger excess energy of the Maxwellian electrons, which the linear cross section rewards. Their higher speed adds about 11\,\%.

\paragraph{A second cross section.} Suppose instead that $\sigma$ jumps to a constant at $U$. Then $k$ is proportional to $S$ times the plain tail average of $\sqrt E$. That average is at least $\sqrt U=3.970$ and, because the square root is concave, at most $\sqrt{\bar E}$, which is 4.357 for the Maxwellian and 4.103 for the Druyvesteyn (all in eV$^{1/2}$). Hence
\begin{equation}
24.62\times\frac{3.970}{4.103}\le\frac{k_M}{k_D}\le24.62\times\frac{4.357}{3.970},
\end{equation}
which places the ratio between about 24 and 27. The fractions are the same as before, yet the rate ratio is about three times smaller than in the linear model. The fraction above threshold alone does not determine an ionization rate.

\subsection*{Range of validity}

The fractions follow from the two assumed shapes, and knowing the mean energy does not tell which shape a plasma has. Most electrons lie below 9.70 eV in both cases, so a distribution can fit either shape well in the bulk and still depart from it above $U$. Inelastic collisions remove energy from fast electrons and can deplete the tail, while a small additional group of energetic electrons can dominate it. In such cases the tail must be measured or obtained from a kinetic calculation. The linear cross section is likewise a near-threshold model, and the rate ratio is sensitive to it even here. The form $\sigma_0\ln(E/U)/(E/U)$ has the same slope at threshold but bends over above it; it lowers the ratio $k_M/k_D$ from 82 to 61, mainly because the Maxwellian tail reaches further above $U$. A cross section that curves upward above threshold moves the ratio the other way: $\sigma\propto(E-U)^{1.3}$ gives 117. The linear value is therefore neither an upper nor a lower bound for a real gas. Ionization in steps through excited states has a lower threshold and is not counted here.

The main computed values are collected in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
mean energy: 4.50 eV
threshold U: 15.76 eV
Gamma(3/4): 1.22542
Gamma(5/4): 0.90640
Maxwellian T: 3.0000 eV
Druyvesteyn b: 6.0838 eV
A_M: 0.21716 eV^-3/2
A_D: 0.10876 eV^-3/2
x = U/T: 5.2533
sqrt(x): 2.2920
U/b: 2.5905
y = (U/b)^2: 6.7106
exp(-x): 5.2301e-03
exp(-y): 1.2179e-03
erfc(sqrt(x)): 1.1894e-03
2 sqrt(x/pi) exp(-x): 1.3526e-02
Maxwellian fraction above U: 1.4716e-02 = 1.472 %
Maxwellian fraction by quadrature: 1.4716e-02
Gamma(3/4,y): 7.3255e-04
Druyvesteyn one-term estimate: 6.1751e-04
Druyvesteyn lower bound, two terms: 5.9451e-04
Druyvesteyn upper bound, three terms: 5.9879e-04
Druyvesteyn fraction above U: 5.9779e-04 = 0.0598 %
Druyvesteyn fraction by quadrature: 5.9779e-04
ratio of fractions M/D: 24.62
electrons above U per 10000, M: 147.2
electrons above U per 10000, D: 6.0
ln(A_M/A_D): 0.6914
lower crossing: 2.639 eV
upper crossing: 9.699 eV
M share below lower crossing: 37.61 %
D share below lower crossing: 28.72 %
M share between crossings: 53.29 %
D share between crossings: 66.55 %
M share above upper crossing: 9.10 %
D share above upper crossing: 4.73 %
F_M/F_D at U: 8.574
mean energy of M electrons above U: 18.986 eV
mean energy of D electrons above U: 16.831 eV
mean excess energy, M: 3.226 eV
mean excess energy, D: 1.071 eV
ratio of mean excess energies M/D: 3.011
erfc(U/b): 2.4879e-04
rate integral J_M: 2.2242e-01 eV^3/2
rate integral J_D: 2.7000e-03 eV^3/2
excess-weighted mean sqrt(E), M: 4.685 eV^1/2
excess-weighted mean sqrt(E), D: 4.216 eV^1/2
ratio of weighted mean sqrt(E) M/D: 1.111
model rate ratio k_M/k_D: 82.38
\end{verbatim}
